# Lateral thermal healing length of a silicon film on oxide

## The result

A thin silicon film lies on an oxide layer whose lower face is held at a fixed temperature. Beside a heated line, the film's temperature rise falls by a factor $e$ over the distance

$$
L_H=\sqrt{\frac{k_s\,t_s\,t_{ox}}{k_{ox}}}. \tag{1}
$$

Here $k_s$ and $t_s$ are the conductivity and thickness of the silicon, and $k_{ox}$ and $t_{ox}$ are those of the oxide. No heat leaves through the top surface. Equation (1) is a leading-order result, accurate when $L_H$ is much longer than both thicknesses.

## Setting and assumptions

Let $x$ run along the film, across the heated line, and let $y$ run upward from the bottom of the oxide. The oxide fills $0<y<t_{ox}$ and the film fills $t_{ox}<y<t_{ox}+t_s$. Temperatures are measured from that of the substrate, so the rise $\theta$ is zero at $y=0$.

The state is steady, and nothing varies along the line. Conductivities are constant, and the interfaces have no thermal resistance of their own. Two further assumptions simplify the geometry:

- The rise is nearly uniform across the film's thickness, so one function $\theta(x)$ describes it.
- Heat in the oxide flows almost straight down, so sideways flow there can be neglected.

Both are tested below against a solution that does not make them.

## Energy balance in the film

Consider one metre of the structure along the heated line. By Fourier's law, the heat current through the film in the $+x$ direction, per unit length of line, is

$$
J(x)=-k_s t_s\frac{d\theta}{dx}. \tag{2}
$$

The minus sign says that heat flows toward lower temperature. The factor $t_s$ is the cross-section per unit length of line.

In the oxide, purely vertical steady conduction gives $d^2T/dy^2=0$, where $T$ is the local rise. With $T=0$ at the bottom and $T=\theta(x)$ at the top, $T=\theta(x)\,y/t_{ox}$. The downward heat flux is therefore

$$
\phi(x)=k_{ox}\frac{dT}{dy}=\frac{k_{ox}}{t_{ox}}\theta(x). \tag{3}
$$

Now take a slice of film between $x$ and $x+dx$, outside the source. Heat $J(x)$ enters on the left, $J(x+dx)$ leaves on the right, and $\phi\,dx$ leaves through the bottom. In a steady state,

$$
J(x)-J(x+dx)-\phi(x)\,dx=0
\quad\Rightarrow\quad
\frac{dJ}{dx}=-\phi.
$$

Inserting (2) and (3) gives

$$
-k_s t_s\frac{d^2\theta}{dx^2}=-\frac{k_{ox}}{t_{ox}}\theta
\quad\Rightarrow\quad
\frac{d^2\theta}{dx^2}=\frac{k_{ox}}{k_s t_s t_{ox}}\theta=\frac{\theta}{L_H^2}. \tag{4}
$$

This identifies $L_H$ as in (1). The ratio $k_s/k_{ox}$ has no unit and $t_st_{ox}$ is an area, so the root is a length.

The length expresses a competition. The sheet conductance $k_st_s$ carries heat sideways, while the conductance per area $k_{ox}/t_{ox}$ drains it downward. A thicker oxide drains less, and so the heat travels farther.

## A heated line on a long film

Let a line at $x=0$ release power $P'$ per unit length into the film. The general solution of (4) for $x>0$ is

$$
\theta=Ae^{-x/L_H}+Be^{x/L_H}.
$$

The rise must stay finite far away, so $B=0$. By symmetry the solution on both sides is

$$
\theta(x)=\theta_0e^{-|x|/L_H}.
$$

Half the power flows to each side. Just to the right of the source, (2) gives

$$
\frac{P'}{2}=J(0^+)=\frac{k_st_s}{L_H}\theta_0 .
$$

Solving for $\theta_0$ and inserting $L_H$,

$$
\theta_0=\frac{P'L_H}{2k_st_s}
=\frac{P'}{2\sqrt{k_st_s\,k_{ox}/t_{ox}}}. \tag{5}
$$

The heat entering the oxide within a distance $X$ on either side is

$$
2\int_0^X\frac{k_{ox}}{t_{ox}}\theta_0e^{-x/L_H}dx
=\frac{2k_{ox}L_H\theta_0}{t_{ox}}\left(1-e^{-X/L_H}\right).
$$

From (5), the prefactor is $P'k_{ox}L_H^2/(t_{ox}k_st_s)=P'$. Thus all the power eventually goes down, and the share $1-1/e=63.2\%$ does so within $|x|<L_H$.

## Two other boundary conditions

**A cold edge.** Suppose the film occupies $x>0$, is heated uniformly with power $p$ per area, and has its edge held at $\theta=0$. The balance acquires a source term:

$$
k_st_s\frac{d^2\theta}{dx^2}-\frac{k_{ox}}{t_{ox}}\theta+p=0.
$$

Far from the edge the derivative vanishes, so $\theta_\infty=pt_{ox}/k_{ox}$. The difference $\theta-\theta_\infty$ obeys (4), stays finite, and equals $-\theta_\infty$ at the edge. Hence

$$
\theta(x)=\theta_\infty\left(1-e^{-x/L_H}\right).
$$

The disturbance made by the edge heals over the length $L_H$, which is therefore called the thermal healing length.

**A short film.** Return to the line source, but let the film end at $x=\pm\ell$, with no heat leaving through the ends. For $0<x<\ell$, the solution of (4) with zero slope at $\ell$ is

$$
\theta(x)=\theta_0\frac{\cosh[(\ell-x)/L_H]}{\cosh(\ell/L_H)}.
$$

Its slope at $0^+$ is $-(\theta_0/L_H)\tanh(\ell/L_H)$. Setting the current there equal to $P'/2$ gives

$$
\theta_0=\frac{P'L_H}{2k_st_s\tanh(\ell/L_H)}.
$$

For $\ell\gg L_H$ the hyperbolic tangent tends to one and (5) returns. For $\ell\ll L_H$ it tends to $\ell/L_H$, so

$$
\theta_0\to\frac{P'L_H^2}{2k_st_s\ell}=\frac{P't_{ox}}{2\ell k_{ox}}.
$$

The whole film is then nearly at one temperature, and its conductivity drops out. If the oxide extends beyond the film, this limit still needs $\ell\gg t_{ox}$, since otherwise heat spreads sideways in the oxide beyond the film's ends. The example stack below has $L_H$ only 2.7 times $t_{ox}$, so no $\ell$ meets both conditions there. With the oxide extending past the ends, its peak at $\ell=2$ µm is about 27 K, against 37 K from the formula with the hyperbolic tangent.

## When the simple model holds

We now let the temperature vary with depth in both layers. Each layer obeys Laplace's equation, $\partial_x^2T+\partial_y^2T=0$. For a decaying solution $T=Y(y)e^{-qx}$ this becomes $Y''=-q^2Y$. The conditions $Y=0$ at the bottom and $Y'=0$ at the top select

$$
Y_{ox}=B\sin(qy),\qquad
Y_s=A\cos[q(t_{ox}+t_s-y)].
$$

At $y=t_{ox}$ the temperature and the vertical flux $-kY'$ are continuous:

$$
A\cos(qt_s)=B\sin(qt_{ox}),\qquad
k_sqA\sin(qt_s)=k_{ox}qB\cos(qt_{ox}).
$$

Dividing the second equation by the first and rearranging gives

$$
k_s\tan(qt_s)\tan(qt_{ox})=k_{ox}. \tag{6}
$$

Between $q=0$ and the first divergence of either tangent, the left side rises steadily from zero to infinity. It therefore meets $k_{ox}$ once in that interval. This smallest root gives the slowest decay, which governs the profile far from the source.

If $qt_s$ and $qt_{ox}$ are small, we use $\tan z=z+z^3/3+\cdots$:

$$
q^2t_st_{ox}\left[1+\frac{q^2(t_s^2+t_{ox}^2)}3+\cdots\right]=\frac{k_{ox}}{k_s}.
$$

Multiplying by $k_s/(k_{ox}q^2)$ gives

$$
\frac1{q^2}=L_H^2+L_H^2q^2\,\frac{t_s^2+t_{ox}^2}{3}+\cdots .
$$

In the correction we may replace $L_H^2q^2$ by its leading value, one. Thus

$$
\frac1{q^2}\simeq L_H^2+\frac{t_s^2+t_{ox}^2}{3}. \tag{7}
$$

Taking the root to first order, the relative excess of $1/q$ over $L_H$ is $(t_s^2+t_{ox}^2)/(6L_H^2)$. From (1),

$$
\frac{t_s^2}{L_H^2}=\frac{k_{ox}t_s}{k_st_{ox}},\qquad
\frac{t_{ox}^2}{L_H^2}=\frac{k_{ox}t_{ox}}{k_st_s}.
$$

The first ratio compares the film's vertical resistance with that of the oxide. If it is small, the film is nearly uniform in depth. The second compares the sheet conductances of oxide and film. If it is small, little heat travels sideways in the oxide.

The number $1/3$ in the oxide term can be understood directly. Multiply $(kY')'=-q^2kY$ by $Y$ and integrate over both layers. The boundary terms vanish because $Y=0$ below and $Y'=0$ above, leaving

$$
q^2=\frac{\int kY'^2dy}{\int kY^2dy}. \tag{8}
$$

Insert the simple profile, $Y=y/t_{ox}$ in the oxide and $Y=1$ in the film. The numerator is $k_{ox}/t_{ox}$ and the denominator is $k_st_s+k_{ox}t_{ox}/3$. The oxide therefore adds one third of its sheet conductance, since its rise falls linearly to zero at the bottom. This reproduces the term $t_{ox}^2/3$.

## Numbers for a photonic chip

Take rough typical values for a silicon-on-insulator photonic chip near 300 K: $k_s=90$ W/(m K), $t_s=0.22$ µm, $k_{ox}=1.4$ W/(m K) and $t_{ox}=2.0$ µm. The two conductances are

$$
k_st_s=1.98\times10^{-5}\ \text{W/K},\qquad
\frac{k_{ox}}{t_{ox}}=7.0\times10^5\ \text{W/(m}^2\text{ K)}.
$$

Their ratio is $L_H^2=28.3$ µm², so $L_H=5.32$ µm. A line power of 0.10 mW/µm is 100 W/m, and (5) gives

$$
\theta_0=\frac{100}{2\sqrt{(1.98\times10^{-5})(7.0\times10^5)}}\ \text{K}=13.4\ \text{K}.
$$

The validity ratios are 0.0017 for the film and 0.141 for the oxide. Sideways flow in the oxide is thus the larger correction. Equation (7) gives $\sqrt{28.29+1.35}$ µm $=5.44$ µm.

A numerical solution of the two-layer heat equation, with the source spread evenly over the film's depth, gives a decay length of 5.445 µm. This is 2.4% above $L_H$ and agrees with the root of (6). The peak rise, averaged over the film's depth, is 13.2 K. At 10 µm the layered solution gives 2.09 K, against 2.05 K from the simple one. Its peak is lower but its decay is slower, so the two profiles cross.

If the film is made 100 times more conductive with everything else fixed, the error of (1) falls to 0.024%. This is the expected scaling, because the correction varies as $1/L_H^2$. In the opposite test, the film is given the conductivity of the oxide. Equation (6) then requires $q(t_s+t_{ox})=\pi/2$, so the true decay length is $2(t_s+t_{ox})/\pi=1.41$ µm. Equation (1) gives 0.66 µm and fails, as it should when $L_H$ is shorter than the oxide thickness. The complete numerical output follows these notes.

## Losses from the top

Let the top lose heat at the rate $h\theta$ per area. This loss adds to (3), so $k_{ox}/t_{ox}$ in (4) is replaced by $k_{ox}/t_{ox}+h$:

$$
L=\sqrt{\frac{k_st_s}{k_{ox}/t_{ox}+h}}.
$$

Neglecting the loss requires $h\ll k_{ox}/t_{ox}$. For a bare film, radiation from a black surface gives 6.1 W/(m² K). Adding the rough 10 W/(m² K) of convection from a large surface gives about $2\times10^{-5}$ of the oxide conductance, which would shorten $L_H$ by about 0.001%. That convection value understates the loss from a warm zone only micrometres wide, where conduction into still air dominates. With $k_{air}=0.026$ W/(m K), its scale is $k_{air}/L_H\approx 4900$ W/(m² K), or 0.7% of the oxide conductance. This loss is not a constant $h$, because heat also spreads sideways in the air. A layer of still air 1 mm thick lowers the peak by about 0.2% and changes the $1/e$ distance by about 0.01%. The neglect is still well justified here. It would not be for a top surface in good contact with a metal heat sink.

## A substrate that warms up

A real substrate has finite conductivity. Its surface rises by some $\theta_{sub}(x)$, and the oxide carries heat in proportion to the difference:

$$
\frac{d^2\theta}{dx^2}=\frac{\theta-\theta_{sub}}{L_H^2}.
$$

To size the effect, consider a component $\cos(\kappa x)$ of the flux. In a substrate of thickness $D$ and conductivity $k_{sub}$, with a cold back face, the rise varies as $\sinh(\kappa z)$, where $z$ is the height above that face. The ratio of surface rise to surface flux is therefore

$$
R_{sub}(\kappa)=\frac{\tanh(\kappa D)}{k_{sub}\kappa}.
$$

It is in series with the oxide resistance $R_{ox}=t_{ox}/k_{ox}$. A line source contains all $\kappa$ equally, so

$$
\theta(x)=\frac{P'}{\pi}\int_0^\infty
\frac{\cos(\kappa x)\,d\kappa}{k_st_s\kappa^2+1/(R_{ox}+R_{sub})}.
$$

Sideways flow in the oxide is again neglected. For $k_{sub}=140$ W/(m K) and $D=500$ µm, the peak is 14.5 K instead of 13.4 K. The total rise falls to $1/e$ of its peak at 6.06 µm, about 14% beyond $L_H$. This is a $1/e$ distance and not the decay constant of an exponential. It depends on $D$, from 5.78 µm at $D=100$ µm to 6.12 µm at $D=725$ µm. With sideways flow in the oxide restored, the values for $D=500$ µm become 14.3 K and 6.19 µm.

The rise above the local substrate surface, however, falls to $1/e$ of its own peak at 5.32 µm, equal to $L_H$ at this precision in this model (5.42 µm with sideways flow in the oxide). For these parameters, then, the healing length describes the film relative to the silicon beneath it over the first few $L_H$, while the substrate adds a broader background. Farther out this difference is not exponential: in this model it lies 7% above $e^{-x/L_H}$ times its peak at $4L_H$, and about 27% above at $6L_H$.

## Comparison with real devices

The thicknesses chosen are ordinary for silicon photonics, but many devices also have an oxide cladding above the silicon. Even if the cladding loses no heat from its top, it carries heat sideways. If its thickness $t_c$ is small compared with $L_H$, its temperature is nearly that of the film, and its sheet conductance $k_{ox}t_c$ joins the denominator of (8). Then

$$
L^2\simeq L_H^2+t_ct_{ox}+\frac{t_{ox}^2}{3}.
$$

For $t_c=2.0$ µm this gives $\sqrt{28.29+4.00+1.33}$ µm $=5.80$ µm. The numerical solution with three layers gives 5.82 µm, which is 9.3% above $L_H$. This is the decay constant far from the source. The film's rise falls to $1/e$ of its peak sooner, at 5.65 µm, and this distance stays near 5.6 to 5.7 µm for claddings from 1 to 10 µm, although the far decay length keeps growing with $t_c$. A larger departure occurs when the silicon beside a waveguide is etched away completely. There is then no continuous film to carry heat across the gap, and (1) does not apply there. If oxide fills the gap, the equal-conductivity case above indicates the scale: the decay length is $2/\pi$ times the total oxide thickness. This is 1.41 µm without a cladding and $2(t_s+t_{ox}+t_c)/\pi=2.69$ µm with the 2.0 µm cladding. These are again far-field values. Close to a narrow source the fall is faster: beside a heated silicon strip 0.5 µm wide, the rise drops to $1/e$ of its peak about 1.0 µm from the edge without the cladding and about 1.4 µm with it.

Smaller effects can be sized for the same example:

- **Interfaces.** A rough resistance of $10^{-8}$ m² K/W at each of the two oxide faces adds to $t_{ox}/k_{ox}$ and lengthens $L_H$ by 0.7%.
- **Temperature dependence.** If silicon's conductivity falls roughly as $T^{-1.3}$, it is 85 W/(m K) at the simple model's peak. The local value of $L_H$ there is 2.8% shorter.
- **Source width.** For a uniform source 0.5 µm wide, superposition makes the central rise equal to the average of the line-source profile over that width. It is 2.3% below $\theta_0$.
- **Phonon free paths.** Some heat carriers travel a rough 0.3 µm between collisions. This exceeds the film thickness, so $k_s$ must be the film's own in-plane conductivity and not the bulk value. The path is 0.056 of $L_H$, which supports the use of Fourier's law along the film but is not itself an error estimate.

These figures limit the precision of the result. Taken one at a time, the effects sized here leave the lateral reach of heat in the example stack, with a continuous film and the source inside it, at about 5 to 6 µm; effects that act in the same direction, such as the cladding and the warm substrate, can together take it further, in this example to a $1/e$ distance of about 6.5 µm. Other common stacks lie outside this range. The $1/e$ distance is about 2.8 µm for a partly etched slab 0.09 µm thick with a rough $k_s=55$ W/(m K), and 3.8 µm or 6.7 µm for the example film on 1 µm or 3 µm of oxide. A heater on top of the 2.0 µm cladding, rather than in the film, widens the profile in the film to about 7.5 µm. The third digit of $L_H$ belongs to the model.

## Numbers as computed

```
INPUTS (rough typical values)
film conductivity k_s = 90 W/(m K)
film thickness t_s = 0.22 um
oxide conductivity k_ox = 1.4 W/(m K)
oxide thickness t_ox = 2.0 um
line power = 0.10 mW/um
substrate temperature = 300 K
SIMPLE MODEL
film sheet conductance k_s t_s = 19.80 uW/K
oxide conductance k_ox/t_ox = 7.000e+05 W/(m^2 K)
L_H squared = 28.286 um^2
healing length L_H = 5.318 um
peak rise = 13.43 K
rise at 5 um: simple 5.246 K, layered 5.238 K
rise at 10 um: simple 2.049 K, layered 2.091 K
rise at 20 um: simple 0.313 K, layered 0.333 K
heat entering substrate within L_H = 63.2 %
VALIDITY
k_ox t_s/(k_s t_ox) = 0.00171
k_ox t_ox/(k_s t_s) = 0.1414
layered decay length = 5.445 um
root of matching equation, 1/q = 5.445 um
expanded decay length = 5.444 um
layered length relative to L_H = +2.38 %
layered peak rise = 13.17 K
layered heat fraction within L_H = 61.5 %
length error, film 100x more conductive = +0.0239 %
equal conductivities: layered 1.413 um, simple 0.663 um
NEGLECTED EFFECTS (rough inputs)
air loss 10, black radiation 6.1 W/(m^2 K)
change of L_H by top loss = -0.00115 %
resistance per interface = 1e-08 m^2 K/W
change of L_H by two interfaces = +0.70 %
substrate: 140 W/(m K), 500 um thick
peak rise with this substrate = 14.53 K
1/e distance of total rise = 6.06 um
1/e distance above local substrate = 5.32 um
silicon conductivity falls as T^-1.3
film conductivity at peak = 85.0 W/(m K)
change of local L_H at peak = -2.81 %
source width = 0.5 um
peak change, mean over its width = -2.31 %
long phonon free path = 0.3 um
free path / L_H = 0.056
oxide cladding thickness = 2.0 um
decay length with cladding = 5.815 um
cladded length relative to L_H = +9.3 %
```
